# Negative Effective Repulsion at a Defect with a Relaxing Lattice, part 1

(Sections cited here and not found follow in the second part.)

## First half: the relaxed repulsion and the order of the levels

### 1. The question

A defect in the gate oxide of a transistor can exchange electrons with the silicon beside it. Suppose that it offers one localized orbital, with room for two electrons of opposite spin. The two electrons repel each other, so one expects the second to be harder to add than the first. As the chemical potential of the silicon rises, the defect should hold no electron, then one, then two.

The atoms around the defect complicate this expectation. When an electron enters, the forces on these atoms change and they move to new positions, which lowers the energy. When a second electron enters, they move further. If the energy gained by this motion grows fast enough with the number of electrons, it can outweigh the repulsion. Two electrons on one defect and none on another are then cheaper than one electron on each. Anderson's one-orbital model shows when this happens.

### 2. The model and its conventions

Let $n_\uparrow$ and $n_\downarrow$ be the numbers of electrons with each spin in the orbital, and $n=n_\uparrow+n_\downarrow$ their sum, which is 0, 1 or 2. One coordinate $x$ describes the displacement of the surrounding atoms. The Hamiltonian is

$$
H=\varepsilon n+U n_\uparrow n_\downarrow+\frac{p^2}{2M}+\frac{k x^2}{2}-\lambda x n .
$$

Here $\varepsilon$ is the orbital energy at $x=0$, $U$ is the repulsion between two electrons at a fixed lattice, $k$ is the spring constant, $M$ the effective mass of the coordinate and $p$ its momentum. The origin $x=0$ is the equilibrium position of the empty defect. Electron energies are counted from the conduction-band edge of the silicon.

The last term is the linear coupling. Its force on the lattice is $-\partial(-\lambda x n)/\partial x=\lambda n$, so each electron pulls with the same force $\lambda$. We take $\lambda>0$; reversing the direction of $x$ would reverse its sign, and the results below for the relaxed energies contain $\lambda^2$.

Four assumptions are built in. The orbital is non-degenerate. The coupling is linear in $x$. The spring constant is the same for every $n$. The site is isolated: $H$ contains no term that moves an electron into or out of the orbital, so $n$ is conserved. The silicon serves as a reservoir that fixes the chemical potential, and its coupling to the defect is taken to be too weak to change the energies. The second half of these notes examines what happens when some of these assumptions are relaxed; the orbital stays non-degenerate throughout.

The numerical example is a model electron trap in a silicon dioxide gate oxide, with rough values

$$
\varepsilon=1.9\ \text{eV},\quad U=2.0\ \text{eV},\quad \lambda=60\ \text{eV/nm},\quad k=1200\ \text{eV/nm}^2 .
$$

They are chosen in the range of a strongly relaxing oxide defect and do not describe one identified defect.

### 3. What is meant by an effective repulsion

Take two identical defects, far apart, each with one electron. Move one electron from the first defect to the second. If $E(n)$ is the energy of a defect with $n$ electrons, the energy of the pair changes by

$$
\Delta=E(0)+E(2)-2E(1).
$$

The number of electrons is the same before and after, so the reservoir does not enter. Any part of $E(n)$ that is constant or linear in $n$ also drops out. For a constant $c$ we get $c+c-2c=0$, and for a term $an$ we get $0+2a-2a=0$. The combination therefore isolates the interaction, and it is the natural definition of an effective repulsion. It still has to be said whether the atoms are held fixed or allowed to relax.

First hold them fixed at some $x$. Leaving out the kinetic energy of the lattice, the three energies are

$$
\begin{aligned}
E(0,x)&=\tfrac12 kx^2,\\
E(1,x)&=\varepsilon+\tfrac12 kx^2-\lambda x,\\
E(2,x)&=2\varepsilon+U+\tfrac12 kx^2-2\lambda x .
\end{aligned}
$$

In the combination $E(0,x)+E(2,x)-2E(1,x)$ the elastic terms give $\tfrac12kx^2(1+1-2)=0$, the orbital energies give $2\varepsilon-2\varepsilon=0$, and the coupling terms give $-2\lambda x+2\lambda x=0$. What remains is

$$
E(0,x)+E(2,x)-2E(1,x)=U\qquad\text{for every }x .
$$

At a frozen lattice the electrons repel with the full $U$, wherever the atoms happen to be.

### 4. Letting the atoms relax

Now let the lattice find its minimum separately for each $n$. Since $n_\uparrow n_\downarrow$ equals 0, 0, 1 for $n=0,1,2$, it can be written as $n(n-1)/2$. The static energy is then

$$
E(n,x)=\varepsilon n+\frac{U}{2}n(n-1)+\frac{k x^2}{2}-\lambda x n .
$$

Its derivative with respect to $x$ is $kx-\lambda n$. Setting this to zero gives the relaxed position

$$
x_n=\frac{\lambda n}{k}.
$$

The second derivative is $k>0$, so this is a minimum. At this position the elastic energy is

$$
\frac{k x_n^2}{2}=\frac{k}{2}\,\frac{\lambda^2n^2}{k^2}=\frac{\lambda^2n^2}{2k},
$$

and the coupling energy is

$$
-\lambda x_n n=-\frac{\lambda^2n^2}{k}.
$$

The lattice pays half of what the coupling gains. The sum of the two is $-\lambda^2n^2/(2k)$, and the relaxed energy becomes

$$
E(n)=\varepsilon n+\frac{U}{2}n(n-1)-\frac{\lambda^2n^2}{2k}.
$$

We insert this in the definition of the effective repulsion. The term in $\varepsilon$ is linear in $n$ and drops out. The term in $U$ contributes $0+U-0=U$. In the last term, $n^2$ contributes $0+4-2=2$, so the term gives $-2\lambda^2/(2k)=-\lambda^2/k$. Hence

$$
\boxed{\,U_{\rm eff}=E(0)+E(2)-2E(1)=U-\frac{\lambda^2}{k}\,}
$$

The effective repulsion is negative if, and only if,

$$
\frac{\lambda^2}{k}>U .
$$

The reason lies in the square. One electron displaces the lattice by $x_1$ and gains $\lambda^2/(2k)$. Two electrons pull with twice the force and displace it twice as far, so the gain is four times as large. Two singly occupied defects gain $2\times\lambda^2/(2k)$ together, while one doubly occupied defect gains $4\times\lambda^2/(2k)$. The difference, $\lambda^2/k$, favours putting both electrons on the same site. Against it stands the repulsion $U$.

For a very stiff lattice, $k\to\infty$ at fixed $\lambda$, the atoms do not move and $U_{\rm eff}\to U$. The same holds for $\lambda\to0$. A soft lattice or a strong coupling lowers $U_{\rm eff}$, but the harmonic model then also predicts large displacements, and these are where its assumptions become doubtful.

### 5. The numbers

The displacements are

$$
x_1=\frac{60}{1200}\ \text{nm}=0.050\ \text{nm},\qquad x_2=0.100\ \text{nm},
$$

and the relaxation parameter is

$$
\frac{\lambda^2}{k}=\frac{3600}{1200}\ \text{eV}=3.0\ \text{eV}.
$$

One electron therefore gains $3.0/2=1.5$ eV by relaxation, and two electrons gain $4\times1.5=6.0$ eV. With $E(0)=0$ the other relaxed energies are

$$
E(1)=1.9-1.5=0.4\ \text{eV},\qquad E(2)=2\times1.9+2.0-6.0=-0.2\ \text{eV}.
$$

The effective repulsion follows in two ways:

$$
U_{\rm eff}=0+(-0.2)-2\times0.4=-1.0\ \text{eV},\qquad
U-\frac{\lambda^2}{k}=2.0-3.0=-1.0\ \text{eV}.
$$

A direct numerical minimization of the three energy curves also gives $-1.0$ eV.

### 6. The choice of origin and the factor in front

The origin of $x$ was tied to the empty defect. One may prefer the geometry of the singly occupied defect, or there may be a constant force $f$ on the coordinate that does not depend on $n$. Such a force adds $-fx$ to the energy. A change of origin, $x=a+x'$, has the same effect: it produces a force $f=-ka$ on $x'$, together with a constant and the term $-\lambda an$, which is linear in $n$. The total force is then $\lambda n+f$, and the same minimization gives a relaxation energy

$$
-\frac{(\lambda n+f)^2}{2k}=-\frac{\lambda^2n^2}{2k}-\frac{\lambda f n}{k}-\frac{f^2}{2k}.
$$

The second term is linear in $n$ and the third is constant. Both drop out of $U_{\rm eff}$. The force shifts the orbital energy by $-\lambda f/k$ but leaves the effective repulsion unchanged.

The factor in $\lambda^2/k$ does depend on how the parameters are defined. If the elastic energy is written as $Kx^2$ instead of $kx^2/2$, then $k=2K$, and the same physical reduction reads $\lambda^2/(2K)$. A value of a spring constant can be used in the formula only together with its definition.

Several independent harmonic coordinates $x_i$, with constants $k_i$ and couplings $\lambda_i$, cause no difficulty. The energy is a sum of terms $k_ix_i^2/2-\lambda_ix_in$, each of which can be minimized alone. Each contributes $-\lambda_i^2n^2/(2k_i)$, so that

$$
U_{\rm eff}=U-\sum_i\frac{\lambda_i^2}{k_i}.
$$

Every mode whose force is proportional to $n$, with a spring constant independent of $n$, lowers the effective repulsion. If the forces for zero, one and two electrons are instead $0$, $f_1$ and $f_2$, the mode contributes $-(f_2^2-2f_1^2)/(2k_i)$, which raises $U_{\rm eff}$ when $|f_2|<\sqrt2\,|f_1|$.

### 7. The result with a quantum lattice

So far the atoms were treated as classical bodies at rest. In fact they perform zero-point motion. To see whether this changes the result, complete the square in the full Hamiltonian:

$$
\frac{k x^2}{2}-\lambda x n=\frac{k}{2}\left(x-\frac{\lambda n}{k}\right)^2-\frac{\lambda^2n^2}{2k}.
$$

Expanding the square on the right gives $kx^2/2-\lambda xn+\lambda^2n^2/(2k)$, and the last term removes the extra piece. This is allowed for operators because $n$ commutes with $x$.

Next we need $n^2$. Each spin occupation is 0 or 1, so $n_\sigma^2=n_\sigma$. The two occupations commute, and therefore

$$
n^2=n_\uparrow^2+n_\downarrow^2+2n_\uparrow n_\downarrow=n+2n_\uparrow n_\downarrow .
$$

Inserting this in $-\lambda^2n^2/(2k)$ splits the relaxation energy into a one-electron part and an interaction:

$$
H=\left(\varepsilon-\frac{\lambda^2}{2k}\right)n+\left(U-\frac{\lambda^2}{k}\right)n_\uparrow n_\downarrow+\frac{p^2}{2M}+\frac{k}{2}\left(x-\frac{\lambda n}{k}\right)^2 .
$$

Because $n$ is conserved, it can be replaced by a number. The last two terms then describe a harmonic oscillator whose centre lies at $x_n$. A shift of the centre does not alter its spectrum. With $\omega=\sqrt{k/M}$, the energies are

$$
E_v(n)=E(n)+\hbar\omega\left(v+\tfrac12\right),\qquad v=0,1,2,\dots
$$

In the combination for $U_{\rm eff}$ the zero-point energies give $\tfrac12\hbar\omega(1+1-2)=0$. Within this model the formula therefore holds for a quantum lattice as well as for a classical one.

With an effective mass of 28 atomic mass units the vibrational quantum is $\hbar\omega=0.042$ eV. Diagonalizing the oscillator for $n=0,1,2$, each time in the same basis of 500 vibrational states of the empty defect, gives $U_{\rm eff}=-1.0000$ eV from the three lowest energies. This calculation makes no use of the completed square.

### 8. Which charge state is stable

Let the silicon have chemical potential $\mu$. At zero temperature the defect takes the value of $n$ with the lowest

$$
\Omega(n)=E(n)-\mu n .
$$

The thermal level $\mu(n/n{+}1)$ is the chemical potential at which two neighbouring charge states have equal $\Omega$. It equals $E(n+1)-E(n)$. For the first electron,

$$
\mu(0/1)=E(1)-E(0)=\varepsilon-\frac{\lambda^2}{2k}.
$$

For the second,

$$
\mu(1/2)=E(2)-E(1)=\left(2\varepsilon+U-\frac{2\lambda^2}{k}\right)-\left(\varepsilon-\frac{\lambda^2}{2k}\right)
=\varepsilon+U-\frac{3\lambda^2}{2k}.
$$

Their difference is

$$
\mu(1/2)-\mu(0/1)=U-\frac{3\lambda^2}{2k}+\frac{\lambda^2}{2k}=U_{\rm eff}.
$$

The singly occupied state is preferred to the empty one when $\mu>\mu(0/1)$, and to the doubly occupied one when $\mu<\mu(1/2)$. For $U_{\rm eff}>0$ both conditions hold in a window of width $U_{\rm eff}$. For $U_{\rm eff}<0$ they exclude each other. This can also be seen from

$$
\Omega(1)-\frac{\Omega(0)+\Omega(2)}{2}=-\frac{U_{\rm eff}}{2},
$$

in which the terms in $\mu$ cancel. If $U_{\rm eff}$ is negative, $\Omega(1)$ lies above the average of the other two and hence above the lower of them, whatever the value of $\mu$. One electron is then never the ground state.

The defect instead changes directly from empty to doubly occupied. This happens where $\Omega(0)=\Omega(2)$. As $E(0)=0$, the condition is $E(2)=2\mu$, and the pair level is

$$
\mu_p=\frac{E(2)}{2}=\varepsilon+\frac U2-\frac{\lambda^2}{k}.
$$

In the example, $\mu(0/1)=0.4$ eV and $\mu(1/2)=-0.6$ eV. The level for the second electron lies 1.0 eV below that for the first. The pair level is halfway between them, at $-0.1$ eV. If $U$ is raised to 4.0 eV while $\varepsilon$, $\lambda$ and $k$ are held fixed, then $U_{\rm eff}=4.0-3.0=1.0$ eV. A numerical scan over $\mu$ then finds a window of 1.00 eV in which the defect holds one electron. This window runs from 0.4 to 1.4 eV above the band edge, which would need more than $10^{21}$ electrons per cm$^3$ in the silicon; it illustrates the order of the levels, not a range reached at zero oxide field. For the original $U=2.0$ eV the same scan finds none.

## Second half: spectra, temperature, kinetics and limits

### 9. Symbols and results carried over

The defect orbital has energy $\varepsilon$, occupation $n$ and frozen-lattice repulsion $U$. The lattice coordinate $x$ has spring constant $k$ and is pulled with force $\lambda$ by each electron. The static energy at fixed $x$ is $E(n,x)$. Its minimum lies at $x_n=\lambda n/k$ and has the value $E(n)$. The results needed here are

$$
U_{\rm eff}=U-\frac{\lambda^2}{k},\qquad \mu_p=\varepsilon+\frac U2-\frac{\lambda^2}{k},\qquad E(1)-\mu_p=-\frac{U_{\rm eff}}2 .
$$

The last one follows from $\mu_p=E(2)/2$ and $E(0)=0$. In the example $\varepsilon=1.9$ eV, $U=2.0$ eV, $\lambda^2/k=3.0$ eV, $E(1)=0.4$ eV, $U_{\rm eff}=-1.0$ eV and $\mu_p=-0.1$ eV. Energies are counted from the silicon conduction-band edge.

### 10. Fast transitions still see the bare repulsion

An electronic transition can be so fast that the atoms stay where they are. The energy needed to add an electron at fixed $x$ is

$$
E(n+1,x)-E(n,x)=\varepsilon+Un-\lambda x,\qquad n=0,1 .
$$

Adding an electron to a relaxed defect means setting $x=x_n$. Removing it again after relaxation means setting $x=x_{n+1}$. The two vertical levels differ by

$$
\lambda(x_{n+1}-x_n)=\frac{\lambda^2}{k},
$$

and the thermal level lies halfway between them. Directly after a vertical capture the lattice is displaced by $\lambda/k$ from its new minimum, so it holds the excess energy

$$
\frac k2\left(\frac{\lambda}{k}\right)^2=\frac{\lambda^2}{2k}.
$$

In the example the first electron is added at 1.9 eV and removed after relaxation at $-1.1$ eV. The second is added at 0.9 eV and removed at $-2.1$ eV. Each such vertical capture leaves 1.5 eV in the lattice, which is about 35 vibrational quanta of 0.042 eV.

At the geometry $x_1$ of the singly occupied defect, the second electron enters at 0.9 eV and the first leaves at $-1.1$ eV. Their separation is 2.0 eV, the bare $U$. A fast spectroscopic probe of this state thus finds an ordinary repulsion, although the relaxed energies correspond to $-1.0$ eV. The state is practically absent in equilibrium (section 12) and has to be prepared first; with the rates of section 16 it lives about 2 ms at 300 K. The two levels are the centres of vibrational bands about 0.7 eV wide at that temperature. The two statements concern different processes.

### 11. Taking the parameters from total energies

A first-principles calculation supplies total energies of the defect in several charge states and geometries. The effective repulsion then follows from three relaxed energies, without any model. The model is useful for separating the electronic part from the lattice part. From the expressions for $E(n,x)$,

$$
E(1,x_0)-E(1,x_1)=\frac{\lambda^2}{2k},\qquad
E(0,x_1)-E(0,x_0)=\frac{\lambda^2}{2k},
$$

$$
E(2,x_0)-E(2,x_2)=\frac{2\lambda^2}{k}.
$$

The first two energies should be equal and the third four times as large. As long as the electrons stay in the defect orbital in every geometry used, a departure from these ratios shows that the spring constant changes with occupation, that the energy is not harmonic, or that the force on the lattice is not proportional to $n$. This condition has to be checked. In the example the second electron at $x_0$ would cost $\varepsilon+U=3.9$ eV, more than the oxide conduction-band edge at about 3.1 eV. It would enter the band instead, giving $E(2,x_0)\approx1.9+3.1=5.0$ eV and a ratio of $5.2/1.5\approx3.5$ rather than 4, although the lattice is perfectly harmonic.

An error of the computed energies that is constant or linear in $n$ cancels in $U_{\rm eff}$. An error proportional to the square of the defect charge does not. The charge in units of $e$ is $q=q_0-n$, and an error $\alpha q^2$ contributes $2\alpha$ to the second difference for any $q_0$. The electrostatic interaction between periodic copies of a charged defect has a part of this form. For point charges in a cubic cell of edge $L$ with a neutralizing background, $\alpha=-2.837\,e^2/(8\pi\epsilon_0\kappa L)$, where $\kappa$ is the relative permittivity. With $\kappa=3.9$ this leading term shifts $U_{\rm eff}$ by about $-1.0$ eV in a 72-atom silica cell ($L\approx1.0$ nm) and $-0.7$ eV in a 216-atom cell ($L\approx1.5$ nm). The error is as large as the whole effect in the example and points toward a negative value. It must therefore be corrected before the sign of $U_{\rm eff}$ can be trusted.

Lattice relaxation lowers the effective repulsion from $U$ to $U-\lambda^2/k$; when this is negative, the defect's ground state passes directly from empty to doubly occupied, although a fast probe of the singly occupied state still finds $U$. What remains is the occupation at finite temperature, how fast equilibrium is reached, and how far the result survives a less ideal lattice, the nearby silicon and the oxide field.
